# Hall and drift activation energies of small polarons on a triangular lattice: a program that tests the result

```python
"""
Small-polaron hopping on a triangular lattice, nonadiabatic and classical bath.
Result under test (Ea = Ep/2, Ep = polaron energy, hopping amplitude -J):
  mu_D = 1.5 (q a^2/kT)(J^2/hbar) sqrt(pi/(4 Ea kT)) exp(-Ea/kT)
  mu_H = (q a^2 J/(sqrt3 hbar)) sqrt(pi/(4 Ea kT)) exp(-Ea/(3 kT))
so the Hall mobility has one third of the drift activation energy.
Symbols: a lattice side, q carrier charge (+e here), kT thermal energy.
Energies in eV, lengths in m, times in s, unless a test sets hbar = kT = 1.
A positive mu_H means deflection in the ordinary Lorentz sense.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import minimize
from scipy.special import dawsn

HBAR = const.hbar / const.e
KB = const.k / const.e


def close(value, reference, rtol):
    assert abs(value - reference) <= rtol * abs(reference), (value, reference)


def gap_statistics(Ep, kT):
    """Mean and covariance of the two vertical gaps from the occupied site."""
    A = np.sqrt(2 * Ep)                      # site energy is -A*q_n
    M = A * np.array([[1.0, -1.0, 0.0], [1.0, 0.0, -1.0]])
    return M @ np.array([A, 0.0, 0.0]), kT * M @ M.T


def gauss(point, mean, cov):
    x = np.atleast_1d(point) - np.atleast_1d(mean)
    cov = np.atleast_2d(cov)
    norm = np.sqrt(np.linalg.det(2 * np.pi * cov))
    return np.exp(-0.5 * x @ np.linalg.solve(cov, x)) / norm


def closed_form(T, Ea, J, a):
    kT = KB * T
    root = np.sqrt(np.pi / (4 * Ea * kT))
    drift = 1.5 * a**2 / kT * J**2 / HBAR * root * np.exp(-Ea / kT)
    hall = a**2 * J / (np.sqrt(3) * HBAR) * root * np.exp(-Ea / (3 * kT))
    return drift, hall


# ---- Test: coincidence energies by constrained minimisation (Ep = 1) ----
coincidence = {}
for n in (2, 3):
    A = np.sqrt(2.0)
    cons = [{"type": "eq", "fun": lambda q, m=m: q[0] - q[m]}
            for m in range(1, n)]
    res = minimize(lambda q: 0.5 * q @ q - A * q[0] + 1.0,
                   np.linspace(0.9, 0.1, n), constraints=cons,
                   method="SLSQP", options={"ftol": 1e-13})
    coincidence[n] = res.fun
    close(res.fun, 1 - 1 / n, 1e-5)

# ---- Test: third-order rates from exact three-level evolution ----
# hbar = kT = 1; levels frozen, average over the Gaussian gaps.
Ep_t, J_t, phi_t = 3.0, 0.004, 0.7
mean_t, cov_t = gap_statistics(Ep_t, 1.0)
step = 0.35
half = 5.5 * np.sqrt(cov_t[0, 0])
offset = np.arange(-half, half, step)
gx, gy = np.meshgrid(mean_t[0] + offset, mean_t[1] + offset, indexing="ij")
gx, gy = gx.ravel(), gy.ravel()
dev = np.stack([gx - mean_t[0], gy - mean_t[1]])
weight = np.exp(-0.5 * np.sum(dev * np.linalg.solve(cov_t, dev), axis=0))
weight *= step**2 / np.sqrt(np.linalg.det(2 * np.pi * cov_t))


def populations(J, times):
    """Averaged arrival at sites 1 and 2, flux +phi and -phi."""
    H = np.zeros((gx.size, 3, 3), complex)
    H[:, 1, 1], H[:, 2, 2] = gx, gy
    H[:, 0, 1] = H[:, 1, 0] = H[:, 1, 2] = H[:, 2, 1] = -J
    H[:, 2, 0] = -J * np.exp(1j * phi_t)
    H[:, 0, 2] = -J * np.exp(-1j * phi_t)
    lam, vec = np.linalg.eigh(H)
    out = []
    for t in times:
        U = (vec * np.exp(-1j * lam * t)[:, None, :]) \
            @ vec.conj().transpose(0, 2, 1)
        # reversing the flux transposes the evolution operator
        P = np.abs(U)**2
        out.append([weight @ P[:, 1, 0], weight @ P[:, 0, 1],
                    weight @ P[:, 2, 0], weight @ P[:, 0, 2]])
    return np.array(out)


times = (8.0, 12.0)
slope_p = np.diff(populations(J_t, times), axis=0)[0] / (times[1] - times[0])
slope_m = np.diff(populations(-J_t, times), axis=0)[0] / (times[1] - times[0])
odd_1 = (slope_p[0] - slope_p[1]) / 2
odd_2 = (slope_p[2] - slope_p[3]) / 2
odd_formula = 4 * np.pi**2 * (-J_t**3 * np.sin(phi_t)) \
    * gauss([0, 0], mean_t, cov_t)
close(odd_1, odd_formula, 0.01)
close(odd_2, -odd_formula, 0.01)


def mean_inverse_gap(Ep, kT):
    """Principal-value mean of 1/gap to the third site at pair coincidence."""
    m, C = gap_statistics(Ep, kT)
    mc = m[1] - C[0, 1] / C[0, 0] * m[0]
    s = np.sqrt(C[1, 1] - C[0, 1]**2 / C[0, 0])
    return np.sqrt(2) / s * dawsn(mc / (np.sqrt(2) * s))


even_exact = (slope_p[0] + slope_p[1] - slope_m[0] - slope_m[1]) / 4
even_formula = 4 * np.pi * J_t**3 * np.cos(phi_t) \
    * gauss(0.0, mean_t[0], cov_t[0, 0]) * mean_inverse_gap(Ep_t, 1.0)
close(even_exact, even_formula, 0.02)


# ---- Test: phonon correlator from Fock-space matrices ----
def G(t, Ep, kT, w):
    """Exponent of the one-site displacement correlator, hbar = 1."""
    return Ep / w * ((1 - np.cos(w * t)) / np.tanh(w / (2 * kT))
                     + 1j * np.sin(w * t))


dim, kT_f, S_f, t_f = 80, 1.2, 0.8, 0.9
low = np.diag(np.sqrt(np.arange(1, dim)), 1)
X = expm(np.sqrt(S_f) * (low.T - low))
levels = np.arange(dim)
rho = np.exp(-levels / kT_f)
rho /= rho.sum()
phase = np.exp(1j * levels * t_f)
for left, right in ((X.T, X), (X, X.T)):
    evolved = phase[:, None] * left * phase.conj()[None, :]
    trace = np.sum(rho * np.diag(evolved @ right))
    assert abs(trace - np.exp(-G(t_f, S_f, kT_f, 1.0))) < 1e-8


# ---- Quantum time integrals on shifted contours, hbar = 1 ----
def quantum_integrals(Ep, kT, w):
    """Pair integral and real part of the triple integral."""
    width = 1 / np.sqrt(Ep * kT)
    top = min(np.pi / w, 7 * width)
    s = np.linspace(-top, top, 141)
    h = s[1] - s[0]
    pair = np.sum(np.exp(-2 * G(s - 0.5j / kT, Ep, kT, w))).real * h
    s1, s2 = s[:, None], s[None, :]
    shift = 1j / (3 * kT)
    expo = G(s1 - shift, Ep, kT, w) + G(s2 - shift, Ep, kT, w) \
        + G(s1 + s2 - 2 * shift, Ep, kT, w)
    return pair, 0.5 * np.sum(np.exp(-expo)).real * h**2


def classical_integrals(Ep, kT):
    pair = np.sqrt(np.pi / (2 * Ep * kT)) * np.exp(-Ep / (2 * kT))
    triple = np.pi / (2 * np.sqrt(3) * Ep * kT) * np.exp(-2 * Ep / (3 * kT))
    return pair, triple


# Real-time quadrature with the moving bath, no contour shift.
Ep_r, w_r = 6.0, 0.2
s_r = np.linspace(-3, 3, 401)
node, wt = np.polynomial.legendre.leggauss(80)
u_r, wu = 1.5 * (node + 1), 1.5 * wt
expo_r = G(-s_r[:, None], Ep_r, 1.0, w_r) + G(u_r[None, :], Ep_r, 1.0, w_r) \
    + G(u_r[None, :] - s_r[:, None], Ep_r, 1.0, w_r)
triple_direct = (np.exp(-expo_r) @ wu).sum().real * (s_r[1] - s_r[0])
pair_direct = np.exp(-2 * G(s_r, Ep_r, 1.0, w_r)).sum().real \
    * (s_r[1] - s_r[0])
pair_q, triple_q = quantum_integrals(Ep_r, 1.0, w_r)
pair_c, triple_c = classical_integrals(Ep_r, 1.0)
close(pair_direct, pair_q, 1e-6)
close(triple_direct, triple_q, 1e-6)
close(pair_direct, pair_c, 0.01)
close(triple_direct, triple_c, 0.01)


# ---- Lattice sum with Peierls phases from a vector potential ----
def lattice_velocity(field, B, T, Ep, J, a):
    """Mean velocity for an electric field along x, charge +e."""
    mean, cov = gap_statistics(Ep, KB * T)
    angle = np.arange(6) * np.pi / 3
    d = a * np.column_stack([np.cos(angle), np.sin(angle)])

    def amplitude(end, start):
        line = -B * 0.5 * (end[1] + start[1]) * (end[0] - start[0])
        return -J * np.exp(1j * line / HBAR)

    origin = np.zeros(2)
    v = np.zeros(2)
    for j in range(6):
        bias_j = -field * d[j, 0]
        rate = 2 * np.pi / HBAR * J**2 * gauss(-bias_j, mean[0], cov[0, 0])
        for k in ((j + 1) % 6, (j - 1) % 6):
            bias_k = -field * d[k, 0]
            loop = amplitude(origin, d[j]) * amplitude(d[j], d[k]) \
                * amplitude(d[k], origin)
            rate += 4 * np.pi**2 / HBAR * loop.imag \
                * gauss([-bias_j, -bias_k], mean, cov)
        v += d[j] * rate
    return v


def lattice_mobilities(T, Ep, J, a, field=1e5, B=1.0):
    v = (lattice_velocity(field, B, T, Ep, J, a)
         - lattice_velocity(-field, B, T, Ep, J, a)) / 2
    return v[0] / field, -v[1] / (v[0] * B)


# ---- Example parameters: rough, delafossite-like triangular planes ----
a, Ea, J, w_ph = 0.30e-9, 0.20, 0.005, 0.040
Ep = 2 * Ea
temps = np.array([300.0, 400.0, 500.0, 600.0])
kT3 = KB * temps[0]
mu = np.array([closed_form(T, Ea, J, a) for T in temps])
mu_sum = np.array([lattice_mobilities(T, Ep, J, a) for T in temps])
assert np.allclose(mu, mu_sum, rtol=1e-4, atol=0)
close(lattice_mobilities(300.0, Ep, -J, a)[1], -mu[0, 1], 1e-4)
cube = mu_sum[:, 1]**3 / mu_sum[:, 0]
assert np.ptp(cube) < 1e-3 * cube.mean()


def slope(value_300, value_400):
    """Apparent activation energy between 300 and 400 K."""
    return np.log(value_400 / value_300) \
        / (1 / (KB * temps[0]) - 1 / (KB * temps[1]))


E_D = slope(mu_sum[0, 0], mu_sum[1, 0])
E_H = slope(mu_sum[0, 1], mu_sum[1, 1])
close(E_H / E_D, 1 / 3, 1e-3)
ratio_formula = 2 / (3 * np.sqrt(3)) * kT3 / J * np.exp(2 * Ea / (3 * kT3))
close(mu_sum[0, 1] / mu_sum[0, 0], ratio_formula, 1e-3)

# ---- Neglected: nuclear tunnelling ----
quantum = []
for T, (m_d, m_h) in zip(temps[:2], mu[:2]):
    pq, tq = quantum_integrals(Ep, KB * T, w_ph)
    pc, tc = classical_integrals(Ep, KB * T)
    quantum.append([m_d * pq / pc, m_h * (tq / tc) / (pq / pc)])
quantum = np.array(quantum)
Eq_D = slope(quantum[0, 0], quantum[1, 0])
Eq_H = slope(quantum[0, 1], quantum[1, 1])

# ---- Neglected: finite Landau-Zener transition probability ----
lz = 2 * np.pi * J**2 / (np.sqrt(4 * Ep * kT3) * w_ph)


def crossing(z):
    P = -np.expm1(-lz / z)
    return z * np.exp(-z * z / 2) * 2 * P / (1 + P)


lz_factor = quad(crossing, 1e-12, 12, limit=200)[0] \
    / (2 * lz * np.sqrt(np.pi / 2))

# ---- Neglected: flux-even third-order term, two triangles per bond ----
even_share = 2 * 2 * J * mean_inverse_gap(Ep, kT3)

# ---- Neglected: strong field, 1 MV/cm = 1e8 V/m ----
strong = 1e8
field_factor = lattice_velocity(strong, 0.0, 300.0, Ep, J, a)[0] \
    / (strong * mu[0, 0])

# ---- Neglected: static site disorder, periodic random network (a = 1) ----
L = 24
N = L * L
ix, iy = [c.ravel() for c in np.meshgrid(range(L), range(L), indexing="ij")]


def site(dx, dy):
    return ((ix + dx) % L) * L + (iy + dy) % L


def place(dx, dy):
    return np.array([dx + 0.5 * dy, np.sqrt(3) / 2 * dy])


moves = ((1, 0), (0, 1), (-1, 1))
b_i = np.tile(site(0, 0), 3)
b_j = np.concatenate([site(*m) for m in moves])
b_d = np.concatenate([np.tile(place(*m), (N, 1)) for m in moves])
D = np.zeros((3 * N, N))
D[np.arange(3 * N), b_i] += 1
D[np.arange(3 * N), b_j] -= 1
corners = (((0, 0), (1, 0), (0, 1)), ((1, 0), (1, 1), (0, 1)))
tri = np.concatenate([np.column_stack([site(*c) for c in cs])
                      for cs in corners])
pos = np.concatenate([np.tile(np.array([place(*c) for c in cs]), (N, 1, 1))
                      for cs in corners])


def network(e, kT):
    """Drift and Hall conductances relative to the clean lattice."""
    z = np.mean(np.exp(-e / kT))
    ei, ej = e[b_i], e[b_j]
    g = np.exp(-(ei + ej) / (2 * kT) - (ei - ej)**2 / (8 * Ep * kT)) / z
    et = e[tri]
    spread = np.sum((et - np.roll(et, 1, axis=1))**2, axis=1)
    t = np.exp(-et.sum(axis=1) / (3 * kT) - spread / (12 * Ep * kT)) / z
    K = (D.T * g) @ D

    def solve(rhs):
        phi = np.zeros_like(rhs)
        phi[1:] = np.linalg.solve(K[1:, 1:], rhs[1:])
        return phi

    phi = solve(-(D.T * g) @ b_d)
    drop = b_d + D @ phi
    drift = np.sum(g[:, None] * drop**2) / (2 * N) / 1.5
    u = -pos + phi[tri]
    p, r = u[:, 1] - u[:, 0], u[:, 2] - u[:, 0]
    hall = np.sum(t * (p[:, 0] * r[:, 1] - p[:, 1] * r[:, 0])) / N
    # direct first-order response of the transverse current
    ux = u[:, :, 0]
    curl = t[:, None] * (np.roll(ux, -1, axis=1) - np.roll(ux, 1, axis=1))
    out = np.zeros(N)
    np.add.at(out, tri, curl)
    phi1 = solve(-out)
    direct = (np.sum(g * (D @ phi1) * b_d[:, 1])
              - np.sum(pos[:, :, 1] * curl)) / N
    close(direct, -hall, 1e-6)
    return drift, hall / np.sqrt(3)


assert np.allclose(network(np.zeros(N), kT3), 1.0, rtol=1e-9)
disorder = 0.030
rng = np.random.default_rng(7)
samples = [disorder * rng.standard_normal(N) for _ in range(8)]
dis = []
for T, (m_d, m_h) in zip(temps[:2], mu[:2]):
    f_d, f_h = np.mean([network(e, KB * T) for e in samples], axis=0)
    dis.append([m_d * f_d, m_h * f_h / f_d])
dis = np.array(dis)
Ed_D = slope(dis[0, 0], dis[1, 0])
Ed_H = slope(dis[0, 1], dis[1, 1])

# ---- Output ----
rate_pair = J**2 / HBAR * classical_integrals(Ep, kT3)[0]
print(f"lattice side a = {a*1e9:.2f} nm")
print(f"drift barrier Ea = {Ea:.3f} eV, polaron energy Ep = {Ep:.3f} eV")
print(f"transfer J = {J*1e3:.1f} meV, phonon energy = {w_ph*1e3:.1f} meV")
print(f"kT at 300 K = {kT3*1e3:.2f} meV")
print(f"two-site coincidence energy = {coincidence[2]*Ep:.4f} eV")
print(f"three-site coincidence energy = {coincidence[3]*Ep:.4f} eV")
print(f"Hall exponent energy Ea/3 = {(coincidence[3]-coincidence[2])*Ep:.4f} eV")
print(f"hop rate to one neighbour, 300 K = {rate_pair:.3e} 1/s")
for T, (m_d, m_h) in zip(temps, mu * 1e4):
    print(f"{T:.0f} K: mu_D = {m_d:.3e}, mu_H = {m_h:.3e} cm2/Vs, "
          f"mu_H/mu_D = {m_h/m_d:.1f}")
print(f"apparent energy 300-400 K, drift = {E_D:.4f} eV")
print(f"apparent energy 300-400 K, Hall = {E_H:.4f} eV")
print(f"ratio of apparent energies = {E_H/E_D:.4f}")
print(f"Hall density / true density, 300 K = {mu[0,0]/mu[0,1]:.3e}")
print(f"false energy in Hall density, 300-400 K = {E_D-E_H:.4f} eV")
print(f"Hall angle at 1 T, 300 K = {mu[0,1]:.3e} rad")
print(f"flux phase per triangle at 1 T = {np.sqrt(3)/4*a**2/HBAR:.3e} rad")
print("Test of third-order rates (hbar = kT = 1):")
print(f"  flux-odd, exact evolution / formula = {odd_1/odd_formula:.4f}")
print(f"  flux-even, exact evolution / formula = {even_exact/even_formula:.4f}")
print("Neglected effects at 300 K unless stated:")
print(f"  tunnelling: mu_D factor = {quantum[0,0]/mu[0,0]:.3f}, "
      f"mu_H factor = {quantum[0,1]/mu[0,1]:.3f}")
print(f"  tunnelling: energies 300-400 K, drift {Eq_D:.4f}, Hall {Eq_H:.4f} eV")
print(f"  tunnelling: ratio of energies = {Eq_H/Eq_D:.4f}")
print(f"  Landau-Zener: typical exponent = {lz:.4f}, "
      f"pair rate factor = {lz_factor:.3f}")
print(f"  flux-even third-order share of pair rate = {even_share:.3f}")
print(f"  field 1 MV/cm: drift velocity / linear law = {field_factor:.3f}")
print(f"  site disorder (standard deviation) = {disorder*1e3:.0f} meV")
print(f"  disorder: mu_D factor = {dis[0,0]/mu[0,0]:.3f}, "
      f"mu_H factor = {dis[0,1]/mu[0,1]:.3f}")
print(f"  disorder: energies 300-400 K, drift {Ed_D:.4f}, Hall {Ed_H:.4f} eV")
print(f"  disorder: ratio of energies = {Ed_H/Ed_D:.4f}")
print("checks complete")
```

Running it gives:

```
lattice side a = 0.30 nm
drift barrier Ea = 0.200 eV, polaron energy Ep = 0.400 eV
transfer J = 5.0 meV, phonon energy = 40.0 meV
kT at 300 K = 25.85 meV
two-site coincidence energy = 0.2000 eV
three-site coincidence energy = 0.2667 eV
Hall exponent energy Ea/3 = 0.0667 eV
hop rate to one neighbour, 300 K = 2.044e+08 1/s
300 K: mu_D = 1.067e-05, mu_H = 3.691e-03 cm2/Vs, mu_H/mu_D = 345.8
400 K: mu_D = 4.796e-05, mu_H = 6.090e-03 cm2/Vs, mu_H/mu_D = 127.0
500 K: mu_D = 1.095e-04, mu_H = 8.020e-03 cm2/Vs, mu_H/mu_D = 73.2
600 K: mu_D = 1.806e-04, mu_H = 9.475e-03 cm2/Vs, mu_H/mu_D = 52.5
apparent energy 300-400 K, drift = 0.1554 eV
apparent energy 300-400 K, Hall = 0.0518 eV
ratio of apparent energies = 0.3333
Hall density / true density, 300 K = 2.892e-03
false energy in Hall density, 300-400 K = 0.1036 eV
Hall angle at 1 T, 300 K = 3.691e-07 rad
flux phase per triangle at 1 T = 5.921e-05 rad
Test of third-order rates (hbar = kT = 1):
  flux-odd, exact evolution / formula = 0.9951
  flux-even, exact evolution / formula = 0.9968
Neglected effects at 300 K unless stated:
  tunnelling: mu_D factor = 1.520, mu_H factor = 1.097
  tunnelling: energies 300-400 K, drift 0.1317, Hall 0.0468 eV
  tunnelling: ratio of energies = 0.3557
  Landau-Zener: typical exponent = 0.0193, pair rate factor = 0.915
  flux-even third-order share of pair rate = 0.064
  field 1 MV/cm: drift velocity / linear law = 1.034
  site disorder (standard deviation) = 30 meV
  disorder: mu_D factor = 0.584, mu_H factor = 0.754
  disorder: energies 300-400 K, drift 0.1794, Hall 0.0634 eV
  disorder: ratio of energies = 0.3534
checks complete
```
